# Haacke's figure of merit and the 90 percent transmittance optimum

A transparent electrode is grown on glass by atomic layer deposition. Every cycle adds a thin layer of conducting oxide, which gives the current another path and removes a little more of the light. A very thin film is clear but resistive; a very thick one conducts well but is dark. When should the growth stop?

The answer depends on how clarity is weighed against conduction. Haacke's figure of merit makes the choice

$$\phi=\frac{T^{10}}{R_s},$$

where $T$ is the transmittance, written as a fraction, and $R_s$ is the sheet resistance. I start with a weaker weighting, raise the power to ten, and then relax the assumptions one at a time.

## 1. The simplest case: $T/R_s$

Take a homogeneous film of thickness $t$ whose conductivity $\sigma$ does not depend on $t$. A square of side $L$, with current flowing parallel to one side, has length $L$ and cross-section $Lt$. Its resistance is

$$R_s=\frac{L}{\sigma Lt}=\frac{1}{\sigma t}.$$

The side cancels, so the value belongs to the film and not to the size of the square.

Light of one wavelength arrives at normal incidence, with negligible reflection and scattering. A slice $dz$ absorbs the fraction $\alpha\,dz$ of the intensity $I$ reaching it, with $\alpha$ independent of depth and thickness:

$$\frac{dI}{dz}=-\alpha I\quad\Rightarrow\quad \ln\frac{I(t)}{I(0)}=-\alpha t\quad\Rightarrow\quad T=e^{-\alpha t}.$$

Hence $T/R_s=\sigma t e^{-\alpha t}$. By the product rule,

$$\frac{d}{dt}\left(\sigma te^{-\alpha t}\right)=\sigma(1-\alpha t)e^{-\alpha t}.$$

This is positive for $t<1/\alpha$ and negative beyond, so the maximum lies at $t=1/\alpha$, where $T=e^{-1}=0.368$. An electrode that absorbs 63 percent of the light is a poor window. The simple ratio values conduction too highly for that purpose.

## 2. A general power, and the tenth

Replace $T$ by $T^q$ with $q>0$. Then

$$\phi_q=\sigma te^{-q\alpha t},\qquad \frac{d\phi_q}{dt}=\sigma(1-q\alpha t)e^{-q\alpha t}.$$

The exponential is positive, so the sign of the derivative is that of $1-q\alpha t$. It changes once, from plus to minus. There is therefore one maximum over all $t>0$, at

$$t_q=\frac{1}{q\alpha},\qquad T_q=e^{-\alpha t_q}=e^{-1/q}.$$

For $q=10$, marking optimum values by a star,

$$t^*=\frac{1}{10\alpha},\qquad T^*=e^{-1/10}=0.905,\qquad \phi^*=\sigma t^*e^{-1}=\frac{\sigma}{10e\alpha}.$$

The optimum transmittance contains neither $\sigma$ nor $\alpha$. A more absorbing material must be made thinner, but its best film transmits the same fraction. The 90 percent comes from the chosen exponent: $q=5$ would give 0.819 and $q=20$ would give 0.951.

There is a direct reading of the condition. Since $\ln\phi=10\ln T-\ln R_s$, a small thickness increase $dt$ changes $\ln\phi$ by $dt/t-10\alpha\,dt$. The first term is the relative gain in conductance, the second is ten times the relative loss of light. They balance at $t^*$.

The result selects a thickness for a given material. It does not say that any film with $T=0.905$ is good: between materials, each at its own optimum, $\phi^*$ ranks them by $\sigma/\alpha$.

**Numbers.** The example lies in the regime of aluminium-doped zinc oxide, with rough typical parameters: carrier density $n_e=3\times10^{20}$ cm$^{-3}$, mobility $\mu=20$ cm$^2$/Vs, and $\alpha=2000$ cm$^{-1}$ at 550 nm. With the elementary charge $e_0$,

$$\sigma=e_0n_e\mu=(1.602\times10^{-19})(3\times10^{20})(20)=961\ \text{S/cm}.$$

The optimum is

$$t^*=\frac{1}{10\times2000\ \text{cm}^{-1}}=5\times10^{-5}\ \text{cm}=500\ \text{nm},$$

$$R_s=\frac{1}{961\times5\times10^{-5}}\,\Omega=20.8\ \Omega\text{ per square},\qquad \phi^*=\frac{e^{-1}}{20.8\ \Omega}=0.0177\ \Omega^{-1}.$$

**Test on separate cycles.** Growth is a count of cycles, not a continuous variable. Let each cycle add $g=0.2$ nm. After $N$ cycles the conductance is $N\sigma g$ and, with a fraction $\alpha g=4\times10^{-5}$ absorbed per cycle, the transmittance is $(1-\alpha g)^N$. An explicit search over $N$ finds the best film at 2500 cycles, which is 500 nm. The same search for $q=1,2,5,10,20$ reproduces $e^{-1/q}$.

## 3. How sharp is the optimum?

Let $x=t/t^*=10\alpha t$. Dividing $\phi=\sigma te^{-10\alpha t}$ by $\phi^*=\sigma t^*e^{-1}$ gives

$$\frac{\phi}{\phi^*}=xe^{1-x}.$$

Near the top put $x=1+\varepsilon$. Then

$$\ln\frac{\phi}{\phi^*}=\ln(1+\varepsilon)-\varepsilon=-\frac{\varepsilon^2}{2}+\frac{\varepsilon^3}{3}-\dots$$

There is no linear term, so a 10 percent thickness error costs only about 0.5 percent of $\phi$. The positive cubic term makes the fall gentler on the thick side.

To keep 90 percent of the maximum, solve $xe^{1-x}=0.9$. The two roots correspond to 304 and 766 nm, with transmittances 0.941 and 0.858. Thus "about 90 percent" is all the precision that this criterion asks for, as long as the assumptions hold.

## 4. Reflection with the fringes averaged out

Now let the surfaces reflect. If reflection multiplies the transmittance by a constant $C$, then

$$T=Ce^{-\alpha t},\qquad \phi=C^{10}\sigma te^{-10\alpha t}.$$

The factor $C^{10}$ does not move the maximum. The thickness is still $1/(10\alpha)$, but the measured transmittance there is $0.905\,C$. The 90 percent belongs to the internal transmittance $e^{-\alpha t}$.

How nearly constant is $C$? Take film index $n=1.9$ between air and glass of index $n_s=1.5$. The surface reflectances are

$$R_1=\left(\frac{n-1}{n+1}\right)^2=0.0963,\qquad R_2=\left(\frac{n-n_s}{n+n_s}\right)^2=0.0138.$$

Light that crosses directly carries the factor $(1-R_1)(1-R_2)e^{-\alpha t}$. Each additional round trip multiplies its intensity by $R_1R_2e^{-2\alpha t}$. If the phases average out, intensities add and the geometric series gives

$$T=\frac{(1-R_1)(1-R_2)e^{-\alpha t}}{1-R_1R_2e^{-2\alpha t}}.$$

Here $R_1R_2=0.0013$, so the denominator hardly varies. Neglecting its departure from one, the predicted transmittance at the optimum is $0.9037\times0.9862\times0.9048=0.806$. A numerical average of the wave solution over the echo phase puts the optimum at 499 nm with $T=0.807$. The thickness rule survives; the 90 percent does not. This $T$ counts light inside the glass. A single passage through the rear glass face lowers it to 0.775.

The cost in merit is large because of the tenth power. The ratio $0.807/0.905=0.892$ becomes $0.892^{10}\approx0.32$.

## 5. Reflection with interference

In a smooth film the echoes keep their phase, so amplitudes must be added before squaring. Let $r_1=(1-n)/(1+n)$ be the amplitude reflected at the front for light arriving from air, and $r_2=(n-n_s)/(n+n_s)$ that at the back for light inside the film. Inside the film, the front reflects with $-r_1$. One round trip therefore multiplies the amplitude by

$$-r_1r_2e^{-\alpha t}e^{i\theta},\qquad \theta=\frac{4\pi nt}{\lambda}.$$

The amplitude carries $e^{-\alpha t/2}$ per passage, because $\alpha$ is defined for intensity; two passages give $e^{-\alpha t}$. Summing the geometric series and squaring,

$$T=\frac{(1-R_1)(1-R_2)e^{-\alpha t}}{\left|1+r_1r_2e^{-\alpha t}e^{i\theta}\right|^2}.$$

The weak absorption has been neglected in the surface coefficients. For this film $r_1r_2=-0.0365$. The denominator is smallest, and $T$ largest, when $e^{i\theta}=1$, that is at

$$t=m\frac{\lambda}{2n}=m\times144.7\ \text{nm},\qquad m=1,2,3,\dots$$

Without absorption, $T$ would swing between $0.8912/0.9635^2=0.960$ at these half-wave thicknesses and $0.8912/1.0365^2=0.830$ midway between them. The tenth power turns this modest swing into a factor of about four.

The ideal optimum has bad luck here: $500/144.74=3.45$, almost midway between half-wave thicknesses. The full wave calculation gives $T=0.757$ and $\phi=0.0030\ \Omega^{-1}$ there. Its two best maxima are instead

- 433.7 nm, with $T=0.875$ and $\phi=0.0109\ \Omega^{-1}$;
- 578.0 nm, with $T=0.848$ and $\phi=0.0107\ \Omega^{-1}$.

They lie near $m=3$ and $m=4$ and are almost equally good. For a smooth film used at one wavelength, the smooth formula finds the right region, and the fringes then select the thickness.

**Test in the limit without an index step.** Set the real index to one in the film and on both sides. Reflection should nearly vanish and the ideal optimum return. The wave calculation gives 498.2 nm and $T=0.905$.

The missing 1.8 nm can be traced. An absorbing film has complex index $1+i\kappa$ with $\kappa=\alpha\lambda/4\pi=0.00875$, so $r_1\approx-i\kappa/2$, $r_2\approx i\kappa/2$ and $r_1r_2\approx\kappa^2/4$. To first order in this product, $\ln\phi$ gains the term $-5\kappa^2e^{-\alpha t}\cos\theta$, now with $\theta=4\pi t/\lambda$. Its slope at 500 nm, from the rapidly varying cosine, is

$$5\kappa^2e^{-\alpha t}\frac{4\pi}{\lambda}\sin\theta\approx-7.2\times10^{-6}\ \text{nm}^{-1}.$$

The curvature of the ideal $\ln\phi$ is $-1/t^{*2}=-4\times10^{-6}$ nm$^{-2}$. The maximum moves by slope divided by the magnitude of the curvature, or $-1.8$ nm. Even the reflection due to absorption alone is visible, but it is harmless.

## 6. From one wavelength to the visible band

Part of the absorption comes from the conduction electrons themselves. In the Drude model an electron of effective mass $m$ obeys $m\dot v=-e_0E-mv/\tau$. For a field varying as $e^{-i\omega t'}$, with $t'$ the time, this gives

$$v=-\frac{e_0\tau}{m}\frac{E}{1-i\omega\tau},\qquad \sigma(\omega)=\frac{-e_0n_ev}{E}=\frac{\sigma}{1-i\omega\tau},$$

where $\sigma=e_0^2n_e\tau/m$ and $\mu=e_0\tau/m$. The absorbed power per volume is $\tfrac12\mathrm{Re}\,\sigma(\omega)|E|^2$ and the intensity is $\tfrac12n\varepsilon_0c|E|^2$. Their ratio is

$$\alpha_D=\frac{\sigma}{n\varepsilon_0c\,(1+\omega^2\tau^2)}.$$

With $m=0.3$ electron masses this gives 736, 1386 and 2235 cm$^{-1}$ at 400, 550 and 700 nm. The growth is close to $\lambda^2$, as expected when $\omega\tau\gg1$. So within this model about 70 percent of the assumed 2000 cm$^{-1}$ at 550 nm is the price of the carriers that conduct.

If all absorption were of this kind, the best merit would be

$$\phi^*=\frac{\sigma}{10e\alpha_D}=\frac{n\varepsilon_0c}{10e}(1+\omega^2\tau^2).$$

The carrier density cancels at fixed $n$, $m$ and $\tau$. Under that condition more carriers would allow a thinner film without improving the best figure of merit, and a longer scattering time would improve it. Doping does not leave $n$ fixed, however: the same Drude term lowers the index at 550 nm from about 1.95 at $10^{20}$ cm$^{-3}$ to 1.73 at $10^{21}$ cm$^{-3}$, and the best merit falls by about a tenth. In a real doped oxide $\tau$ also changes with doping, and its value at optical frequencies need not equal the one taken here from the direct-current mobility.

For a band, use the unweighted mean of $T$ from 400 to 700 nm and keep the remaining 614 cm$^{-1}$ constant. Without reflection the optimum is 494 nm with mean $T=0.905$. The small shift has a simple origin: the mean of $\lambda^2$ over the band is $550^2+300^2/12$, or 2.5 percent above $550^2$. This raises the mean absorption to about 2034 cm$^{-1}$ and gives $t\approx492$ nm if the spread is ignored. The spread makes the mean of the exponentials larger than the exponential of the mean, by a factor of about $1+vt^2/2$, where $v$ is the variance of the absorption coefficient over the band. This excess grows with thickness and adds $10vt$ to the slope of $\ln\phi$. With $\sqrt v\approx440$ cm$^{-1}$, dividing by the curvature $1/t^2$ moves the optimum up by $10vt^3\approx2$ nm, which accounts for the calculated 494 nm.

On glass, with interference included, the band result is less expected: 336 nm, mean $T=0.847$ and $\phi=0.0062\ \Omega^{-1}$. The averaging over colours does not remove the fringes completely. With phases averaged out, a 336 nm film would have $T\approx0.892\,e^{-0.068}=0.833$. The calculated value is 1.7 percent higher, which the tenth power turns into a gain of about 18 percent. Moving from 492 to 336 nm costs only about 6 percent on the flat curve of section 3. The net merit is about 11 percent above that of a phase-averaged film at its own best thickness, so here a small optical advantage outweighs a large change of thickness.

The preference for 336 nm is weak, however. A second maximum near 526 nm has only 4 percent less merit. If the film index falls smoothly from 2.05 at 400 nm to 1.84 at 700 nm, instead of staying at 1.9, the order reverses and the best thickness is about 515 nm.

## 7. When the conductivity depends on thickness

Suppose the first $d_0$ of growth absorbs like the rest but does not conduct. For $t>d_0$,

$$\phi=\sigma(t-d_0)e^{-10\alpha t}.$$

Put $s=t-d_0$:

$$\phi=e^{-10\alpha d_0}\,\sigma se^{-10\alpha s}.$$

The first factor is constant and the second is the old problem, so $s=1/(10\alpha)$ and

$$t=d_0+\frac{1}{10\alpha},\qquad T=e^{-1/10-\alpha d_0}.$$

For $d_0=20$ nm the optimum is 520 nm, with $T=0.901$ and $\phi=0.0170\ \Omega^{-1}$, 4 percent below the ideal merit. A numerical maximization agrees. As $d_0\to0$ the original result returns.

A stronger dependence does more damage. If the sheet conductance grows as $t^p$, with $p>0$, then

$$\frac{d\ln\phi}{dt}=\frac{p}{t}-10\alpha=0\quad\Rightarrow\quad T=e^{-p/10}.$$

For $p=2$, meaning a conductivity proportional to thickness, the optimum falls to 82 percent. Constant conductivity is thus a real condition for the 90 percent.

Scattering at the film surfaces also makes $\sigma$ depend on $t$. Its size follows from the mean free path $\ell$. The Fermi energy is 0.545 eV, against a thermal energy of 0.026 eV at 300 K, so the carriers are degenerate and move at the Fermi velocity $\hbar k_F/m$, with $k_F=(3\pi^2n_e)^{1/3}$:

$$\ell=\frac{\hbar k_F}{m}\tau=\frac{\hbar k_F\mu}{e_0}=2.7\ \text{nm}.$$

Let a surface erase the drift of every electron leaving it. At depth $z$, an electron moving at angle $\vartheta$ to the normal, with $u=\cos\vartheta$, still lacks the fraction $e^{-z/(\ell u)}$ of its normal drift contribution. Integrated over depth this is $\ell u$, if $t\gg\ell$. Directions contribute to the current along the film with normalized weight $\tfrac34(1-u^2)$ for $-1<u<1$. Two surfaces, each affecting the half of the electrons that leave it, give

$$\frac{\Delta\sigma}{\sigma}=-\frac{2\ell}{t}\int_0^1\frac34(1-u^2)u\,du=-\frac{3\ell}{8t}.$$

This is a loss of 0.20 percent at 500 nm; the full Fuchs–Sondheimer integral for diffuse surfaces gives the same figure. It acts like a non-conducting thickness of $3\ell/8\approx1$ nm and is negligible here.

## 8. Beside a real electrode

The chosen density, mobility and absorption are plausible for a well-conducting doped zinc oxide film, but all three vary considerably with doping and growth temperature. A thickness of 500 nm is large for atomic layer deposition: at an assumed 10 s per cycle, 2500 cycles take about 7 hours. The flat maximum offers some relief, since 304 nm keeps 90 percent of the ideal merit at 1520 cycles.

Of the neglected effects sized here, reflection matters most for a bare film between air and glass. On glass it lowers the merit at the ideal thickness from 0.0177 to 0.0030 $\Omega^{-1}$ at 550 nm, and, for a constant film index of 1.9, moves the band-averaged optimum from 494 to 336 nm. In a device the film usually touches another layer instead of air, and the fringes change with it. For light entering from the glass and leaving into a non-absorbing layer of index 2.5, the best film at 550 nm is about 506 nm thick, with $T=0.90$ counted from inside the glass and $\phi=0.017\ \Omega^{-1}$, close to the ideal values. Real films can also gain mobility as their grains grow, which raises the best thickness in the manner of section 7. Apart from the one comparison with a falling index in section 6, the calculations hold the refractive index constant over the band. They also omit the rise of absorption near the band gap, so the band result is an estimate for this model. Because two fringe maxima nearly tie, the measured index of the film over the band is needed to choose between them. The weighting of the colours matters as well: weighted by the sensitivity of the eye, which peaks near 555 nm, instead of evenly, the best thickness for the constant index is about 293 nm.

The usable rule is therefore conditional. If conductivity and absorption are independent of thickness and reflection is negligible, stop the growth near 90 percent transmittance. If reflection is a constant factor, apply the 90 percent to the internal transmittance. If fringes are strong, calculate them before choosing the thickness. The numerical output below gives most of the values used in these comparisons.

## Values computed for the example and the checks

```
carrier density: 3.0e+20 cm^-3
mobility: 20 cm2/Vs
conductivity: 961.3 S/cm
absorption coefficient: 2000 cm^-1
wavelength: 550 nm
film index: 1.9, glass index: 1.5
effective mass: 0.3 electron masses
growth per cycle: 0.2 nm
ideal optimum thickness: 500.0 nm
best cycle count, explicit search: 2500
ideal optimum transmittance: 0.9048
ideal sheet resistance: 20.81 ohm/sq
ideal figure of merit: 0.01768 ohm^-1
exponent 1: best transmittance 0.3679
exponent 2: best transmittance 0.6065
exponent 5: best transmittance 0.8187
exponent 10: best transmittance 0.9048
exponent 20: best transmittance 0.9512
90% of maximum, thickness: 304 to 766 nm
90% of maximum, transmittance: 0.941 to 0.858
index-matched wave optimum: 498.2 nm, T = 0.9052
reflectance air/film: 0.0963, film/glass: 0.0138
fringe-averaged optimum: 499 nm, T = 0.8074
same T after rear glass face, single pass: 0.7751
half-wave thickness: 144.7 nm
fringe peak 1: 433.7 nm, T = 0.8747, merit 0.01094 ohm^-1
fringe peak 2: 578.0 nm, T = 0.8482, merit 0.01071 ohm^-1
with fringes at ideal thickness: T = 0.7572, merit 0.00298 ohm^-1
Drude absorption at 400 nm: 736 cm^-1
Drude absorption at 550 nm: 1386 cm^-1
Drude absorption at 700 nm: 2235 cm^-1
band 400-700 nm, no reflection: 494 nm, T = 0.9046
band 400-700 nm, on glass: 336 nm, T = 0.8474, merit 0.00616 ohm^-1
non-conducting layer: 20 nm
optimum with that layer: 520.0 nm, T = 0.9012, merit 0.01699 ohm^-1
Fermi energy: 0.545 eV, kT at 300 K: 0.0259 eV
electron mean free path: 2.73 nm
conductivity loss by surface scattering: 0.20 %
```
